# Substrate curvature from unequal principal stresses in a thin film

## Definitions and conventions

A flat substrate plate of uniform thickness $h_s$ occupies $-h_s/2\le z\le h_s/2$. It is homogeneous, isotropic and linearly elastic, with Young modulus $E_s$ and Poisson ratio $\nu_s$. A uniform film of thickness $h_f\ll h_s$ is bonded to its top face, $z=+h_s/2$. The axes $x$ and $y$ lie along the principal directions of the in-plane film stress, whose principal values are $\sigma_x$ and $\sigma_y$; tension is positive. The plate is free: no clamp, external load or weight acts on it.

The deflection $w(x,y)$ is positive towards the film side, and the curvatures are

$$\kappa_x=\frac{\partial^2 w}{\partial x^2},\qquad \kappa_y=\frac{\partial^2 w}{\partial y^2}. \tag{1}$$

A positive curvature makes the film side concave. Deflections are small compared with $h_s$, and slopes are small compared with one. The result to be derived, at leading order in $h_f/h_s$, is

$$\kappa_x=\frac{6h_f(\sigma_x-\nu_s\sigma_y)}{E_sh_s^2},\qquad
\kappa_y=\frac{6h_f(\sigma_y-\nu_s\sigma_x)}{E_sh_s^2}. \tag{2}$$

In atomic units stresses and moduli are in hartree per cubic bohr and lengths in bohr. No fundamental constant enters the algebra, so (2) keeps its form in any consistent units. The numbers below use eV and Å.

## Forces and moments in the substrate

Per unit width, the film carries the forces $h_f\sigma_x$ and $h_f\sigma_y$. At leading order its stress may be treated as given, because the strain it causes in the thick substrate is proportional to $h_f/h_s$. The resulting change of film stress enters only as a correction, calculated below.

Let $s_x(z)$ and $s_y(z)$ be the normal stresses in the substrate. On a cut normal to $x$, the total force and the total moment about $z=0$ must vanish, since the part of the plate beyond the cut has no external load. For a laterally uniform state this holds per unit width:

$$\int_{-h_s/2}^{h_s/2}s_x\,dz+h_f\sigma_x=0, \tag{3}$$

$$\int_{-h_s/2}^{h_s/2}z\,s_x\,dz+\frac{h_s}{2}h_f\sigma_x=0. \tag{4}$$

The lever arm in (4) is the distance from the mid-plane to the film, which is $h_s/2$ when $h_f\ll h_s$. Define the substrate bending moment per unit width with a minus sign, so that it is positive for positive curvature:

$$M_x=-\int_{-h_s/2}^{h_s/2}z\,s_x\,dz=\frac{h_fh_s\sigma_x}{2},\qquad
M_y=\frac{h_fh_s\sigma_y}{2}. \tag{5}$$

The second relation follows from a cut normal to $y$.

## Strain and the moment–curvature law

In a thin plate, lines initially normal to the mid-plane stay straight and normal to it. A point at height $z$ is then displaced along $x$ by $u_x(z)=u_x(0)-z\,\partial w/\partial x$. Differentiation with respect to $x$, and the same argument for $y$, give

$$\varepsilon_x=e_x-z\kappa_x,\qquad \varepsilon_y=e_y-z\kappa_y, \tag{6}$$

where $e_x$ and $e_y$ are the mid-plane strains. The sign agrees with the convention: if $\kappa_x>0$, bending shortens the film side.

The bottom face is free of normal traction, and the film exerts none on the top face at this order. Away from the edges of a thin plate the normal stress along $z$ is therefore negligible, and Hooke's law reads

$$E_s\varepsilon_x=s_x-\nu_ss_y,\qquad E_s\varepsilon_y=s_y-\nu_ss_x. \tag{7}$$

Adding $\nu_s$ times the second equation to the first cancels $s_y$ and leaves $(1-\nu_s^2)s_x$ on the right. Hence

$$s_x=\frac{E_s}{1-\nu_s^2}(\varepsilon_x+\nu_s\varepsilon_y). \tag{8}$$

Now insert (6) and (8) in the definition of $M_x$. The terms with $e_x$ and $e_y$ vanish because $\int z\,dz=0$ over the symmetric interval. The curvature terms contain $\int z^2dz=h_s^3/12$, and their two minus signs cancel:

$$M_x=D(\kappa_x+\nu_s\kappa_y),\qquad
M_y=D(\kappa_y+\nu_s\kappa_x),\qquad
D=\frac{E_sh_s^3}{12(1-\nu_s^2)}. \tag{9}$$

To isolate $\kappa_x$, subtract $\nu_sM_y$ from $M_x$:

$$M_x-\nu_sM_y=D(\kappa_x+\nu_s\kappa_y-\nu_s\kappa_y-\nu_s^2\kappa_x)
=D(1-\nu_s^2)\kappa_x=\frac{E_sh_s^3}{12}\kappa_x. \tag{10}$$

With the moments (5),

$$\kappa_x=\frac{12}{E_sh_s^3}\,\frac{h_fh_s}{2}(\sigma_x-\nu_s\sigma_y)
=\frac{6h_f(\sigma_x-\nu_s\sigma_y)}{E_sh_s^2}, \tag{11}$$

which is the first part of (2). Exchanging $x$ and $y$ gives the second.

The minus sign before $\nu_s\sigma_y$ has a direct meaning. Tension along $y$ compresses the upper part of the substrate along $y$. By the Poisson effect this part expands along $x$, which bends the plate along $x$ in the negative sense.

There is no film shear stress in the principal axes, so the twisting moment is zero and so is the twist $\partial^2w/\partial x\partial y$. The principal axes of curvature are those of stress. This rests on the isotropy of the substrate. In a cubic crystal cut on (001), such as the common silicon wafer, the modulus and Poisson ratio depend on the in-plane direction, the two sets of axes in general differ, and the in-plane compliance of the crystal must be used instead of (7). In rotated in-plane axes, (2) becomes the tensor relation

$$\kappa_{ij}=\frac{6h_f}{E_sh_s^2}\left[(1+\nu_s)\sigma_{ij}-\nu_s\delta_{ij}(\sigma_{xx}+\sigma_{yy})\right]. \tag{12}$$

In principal axes its $xx$ component contains $(1+\nu_s)\sigma_x-\nu_s(\sigma_x+\sigma_y)=\sigma_x-\nu_s\sigma_y$, as required. Both sides transform as tensors, so the relation holds in every orientation.

## Mid-plane strain

The film also changes the length of the mid-plane. Integrate the first equation of (7) through the thickness. The left side gives $E_sh_se_x$, because the term linear in $z$ integrates to zero. The right side follows from (3) and its counterpart for $y$:

$$e_x=-\frac{h_f(\sigma_x-\nu_s\sigma_y)}{E_sh_s}=-\frac{h_s\kappa_x}{6}. \tag{13}$$

From (6), $\varepsilon_x=-\kappa_x(z+h_s/6)$. For $\kappa_x\ne0$ this strain vanishes at $z=-h_s/6$, a distance $h_s/2+h_s/6=2h_s/3$ below the film. At the film it is

$$\varepsilon_x(h_s/2)=-\frac{2h_s\kappa_x}{3}
=-\frac{4h_f(\sigma_x-\nu_s\sigma_y)}{E_sh_s}. \tag{14}$$

## Finite plates and their edges

Near an edge the film force passes into the substrate over a short distance, and the strain is not of the form (6). By Saint-Venant's principle the local disturbance is expected to fade over a distance of order $h_s$. The interior state left behind need not match (12) exactly. In a strip of width $W$ whose edges are not principal directions, the film shear stress acts along the edges, and the edge layers shift the twist across the whole width by a relative amount of order $h_s/W$. The plate average can be found without assuming straight normals.

Let $\varepsilon_{ij}$ and $s_{ij}$ be the actual three-dimensional strain and stress in a free plate of area $A$, with the film represented by its given membrane forces. Choose a virtual displacement with constant $k$:

$$v_x=-kxz,\qquad v_y=\nu_skyz,\qquad
v_z=\frac{k}{2}\left[x^2+\nu_s(z^2-y^2)\right]. \tag{15}$$

Its normal strains are $-kz$, $\nu_skz$ and $\nu_skz$ along $x$, $y$ and $z$. Its shear strains cancel; for example, $\partial v_x/\partial z+\partial v_z/\partial x=-kx+kx=0$. By Hooke's law its one non-zero stress is $-E_skz$ along $x$.

With no external load, the virtual work of the internal stresses in substrate and film is zero. The elastic constants are symmetric, so the substrate work may be written as the stress of the virtual field times the actual strain. At the top face the virtual strains are $-kh_s/2$ and $+\nu_skh_s/2$. Therefore

$$-E_sk\int z\,\varepsilon_x\,dV
-\frac{kh_s}{2}h_fA(\sigma_x-\nu_s\sigma_y)=0. \tag{16}$$

Define the average curvature by the first thickness moment of the strain,

$$\bar\kappa_x=-\frac{12}{Ah_s^3}\int z\,\varepsilon_x\,dV. \tag{17}$$

For the strain (6) with uniform curvature this definition returns $\kappa_x$. Solving (16) for the integral and inserting it in (17) gives

$$\bar\kappa_x=\frac{12}{Ah_s^3}\,\frac{Ah_fh_s}{2E_s}(\sigma_x-\nu_s\sigma_y)
=\frac{6h_f(\sigma_x-\nu_s\sigma_y)}{E_sh_s^2}. \tag{18}$$

Within linear elasticity and the thin-film load model, edge fields thus leave this average unchanged. They can change the local curvature.

## Special cases and a constrained plate

For equal stresses $\sigma_x=\sigma_y=\sigma$, (2) reduces to the usual Stoney equation:

$$\kappa_x=\kappa_y=\frac{6h_f(1-\nu_s)\sigma}{E_sh_s^2}. \tag{19}$$

For $\sigma_y=0$, the curvature along $x$ is $6h_f\sigma_x/(E_sh_s^2)$ and $\kappa_y=-\nu_s\kappa_x$. With $\nu_s>0$ the plate becomes a saddle. More generally, $\kappa_y$ vanishes at $\sigma_y=\nu_s\sigma_x$, so a flat profile along $y$ does not by itself imply zero stress along $y$.

The free-plate condition matters. Suppose supports keep $\kappa_y=0$ by supplying a moment about the appropriate edges, but apply no moment that changes $M_x$. Then (9) gives $M_x=D\kappa_x$, and with (5)

$$\kappa_x=\frac{6h_f(1-\nu_s^2)\sigma_x}{E_sh_s^2}. \tag{20}$$

The stress $\sigma_y$ has dropped out because the supports balance whatever moment it produces. Equation (2) does not apply to such a plate, except when $\sigma_y=\nu_s\sigma_x$: the free plate then has $\kappa_y=0$ already, and (2) and (20) agree.

## Stress from measured curvatures

From (2), the combination $\kappa_x+\nu_s\kappa_y$ contains $\sigma_x-\nu_s\sigma_y+\nu_s\sigma_y-\nu_s^2\sigma_x=(1-\nu_s^2)\sigma_x$. Thus

$$\sigma_x=\frac{E_sh_s^2}{6h_f(1-\nu_s^2)}(\kappa_x+\nu_s\kappa_y), \tag{21}$$

and $\sigma_y$ follows by exchange. Both curvatures are needed. If equal stresses are assumed and $\kappa_x$ alone is inserted in (19), the inferred stress is

$$\sigma_{\rm est}=\frac{\sigma_x-\nu_s\sigma_y}{1-\nu_s},\qquad
\frac{\sigma_{\rm est}-\sigma_x}{\sigma_x}
=\frac{\nu_s}{1-\nu_s}\,\frac{\sigma_x-\sigma_y}{\sigma_x}. \tag{22}$$

The mean curvature behaves differently. Adding the two parts of (2) gives a factor $(1-\nu_s)(\sigma_x+\sigma_y)$, so (19) applied to $(\kappa_x+\kappa_y)/2$ yields the mean stress $(\sigma_x+\sigma_y)/2$.

## Corrections for finite film thickness

At the next order one must say which film stress is meant. The stress before relaxation is taken to be uniform through the film thickness; an initial stress gradient across the film would add a moment of the same order as the corrections below. First let $\sigma_x$ and $\sigma_y$ be the thickness-averaged stresses in the film after the plate has relaxed. The film force acts at the centre of the film, so the lever arm is $(h_s+h_f)/2$ instead of $h_s/2$. Both moments in (5), and hence both curvatures, gain the factor

$$1+\frac{h_f}{h_s}. \tag{23}$$

Bending makes the stress vary across the film, which adds a moment of order $E_fh_f^3\kappa$, where $E_f$ is the film modulus. Relative to the substrate moment this is of order $(E_f/E_s)(h_f/h_s)^3$, which does not affect the first-order term at fixed $E_f/E_s$.

Now let $\sigma_x$ and $\sigma_y$ be the stresses before relaxation, with the substrate still flat and unstrained. The film then acquires the strain (14) and its counterpart for $y$. For an isotropic film with Poisson ratio $\nu_f$, the stress changes by

$$\Delta\sigma_x=\frac{E_f}{1-\nu_f^2}(\varepsilon_x+\nu_f\varepsilon_y),\qquad
\Delta\sigma_y=\frac{E_f}{1-\nu_f^2}(\varepsilon_y+\nu_f\varepsilon_x). \tag{24}$$

Write $a=\sigma_x-\nu_s\sigma_y$ and $b=\sigma_y-\nu_s\sigma_x$. The strains at the film are $-4h_fa/(E_sh_s)$ and $-4h_fb/(E_sh_s)$. In $\Delta\sigma_x-\nu_s\Delta\sigma_y$ the bracket is $a+\nu_fb-\nu_s(b+\nu_fa)$. Collecting terms, dividing by $a\ne0$ and adding the lever-arm correction gives the relative change of $\kappa_x$ from (2):

$$\frac{\delta\kappa_x}{\kappa_x}=\frac{h_f}{h_s}\left\{1-\frac{4E_f}{E_s(1-\nu_f^2)}
\left[1-\nu_s\nu_f+(\nu_f-\nu_s)\frac{b}{a}\right]\right\}. \tag{25}$$

Film stiffness enters here, but at fixed $E_f/E_s$ the whole correction vanishes as $h_f/h_s\to0$.

## A saddle produced by two tensile stresses

Take the model parameters $E_s=1$ eV/Å$^3$, $\nu_s=0.25$, $h_s=5\times10^6$ Å and $h_f=10^3$ Å. The film stresses are $\sigma_x=0.006$ and $\sigma_y=0.001$ eV/Å$^3$. The combinations in (2) are

$$a=0.006-0.25(0.001)=0.00575,\qquad
b=0.001-0.25(0.006)=-0.00050,$$

both in eV/Å$^3$. The common factor is $6h_f/(E_sh_s^2)=6000/(2.5\times10^{13})=2.4\times10^{-10}$ Å$^2$/eV, so

$$\kappa_x=1.38\times10^{-12}\ \text{Å}^{-1},\qquad
\kappa_y=-1.20\times10^{-13}\ \text{Å}^{-1}.$$

These are $0.0138$ and $-0.0012$ m$^{-1}$. Both stresses are tensile, yet the plate bends in opposite senses along the two axes because $\sigma_y<\nu_s\sigma_x$. For these stresses the saddle needs $\nu_s>1/6$. The substrate here is an isotropic model: on a silicon (001) wafer with $x$ along [110] the in-plane Poisson ratio is below this value, and both curvatures would be positive. The mid-plane strains from (13) are $-1.15\times10^{-6}$ and $+1.0\times10^{-7}$.

For a plate of length $L_x=10^8$ Å along $x$, the rise from centre to end is $\kappa_x(L_x/2)^2/2=\kappa_xL_x^2/8=1725$ Å, or $3.45\times10^{-4}h_s$. This small ratio supports the use of linear theory. In a plate with comparable sides $L$ and comparable curvatures $\kappa$ along both axes, slopes of order $\kappa L$ produce mid-plane strains of order $(\kappa L)^2$, while bending strains are of order $\kappa h_s$; their ratio is of order $\kappa L^2/h_s$. When the deflection of such a plate becomes comparable with $h_s$, the linear theory is no longer justified. In a long narrow strip the width $W$ takes the place of $L$: the mid-plane strain is of order $|\kappa_x\kappa_y|W^2$, and the rise along the length may exceed $h_s$ while (2) still holds. Bending along one axis alone, with $\kappa_y=0$, is a further exception: the plate can take a cylindrical shape without any mid-plane strain beyond the uniform one given by the first equality of (13).

A three-dimensional linear elastic energy minimisation for this plate, with width $8\times10^7$ Å, checks the algebra of (18) and of the volume-averaged strain, which for the strain (6) equals the mid-plane strain (13). It reproduces both average curvatures and both mean strains to the digits given. This agreement does not show that the edge fields are well resolved: the polynomial basis contains the field (15) and the uniform strains, so the averages come out exactly even if the local fields are inaccurate. Over the central half of each lateral dimension, the curvatures are $1.3807\times10^{-12}$ and $-1.198\times10^{-13}$ Å$^{-1}$. They differ from (2) by about 0.05% and 0.15% of the respective formula values. The calculation does not separate the remaining edge effect from the error of its finite polynomial basis.

For the inverse problem, $\kappa_x+\nu_s\kappa_y=1.35\times10^{-12}$ Å$^{-1}$, and (21) gives

$$\sigma_x=\frac{(2.5\times10^{13})(1.35\times10^{-12})}{6000(1-0.25^2)}
=0.006\ \text{eV/Å}^3.$$

The equal-stress estimate from $\kappa_x$ alone is instead $0.00575/0.75=0.00767$ eV/Å$^3$, which is 27.8% above the true $\sigma_x$.

Finally, let the film have $E_f=2$ eV/Å$^3$ and $\nu_f=0.30$, and interpret the given stresses as those before relaxation. Here $h_f/h_s=2\times10^{-4}$, and the brace in (25) is about $-7.1$. The predicted change of $\kappa_x$ is $-0.14\%$ relative to (2), in agreement with the separate bilayer calculation. That calculation also tests the linear decrease of the deviation with film thickness, the unit coefficient of $h_f/h_s$ in (23), and the alignment of the principal axes for a stress rotated by 30°. The values are listed in the numerical output.

## Numbers as computed

```
substrate Young modulus: 1.000 eV/angstrom^3
substrate Poisson ratio: 0.25 (no unit)
substrate thickness: 5.000e+06 angstrom
film thickness: 1.000e+03 angstrom
film stress along x: 0.0060 eV/angstrom^3
film stress along y: 0.0010 eV/angstrom^3
plate length along x: 1.000e+08 angstrom
plate length along y: 8.000e+07 angstrom
sigma_x - nu_s sigma_y: 0.00575 eV/angstrom^3
sigma_y - nu_s sigma_x: -0.00050 eV/angstrom^3
formula kappa_x: 1.3800e-12 1/angstrom
formula kappa_y: -1.2000e-13 1/angstrom
kappa_x converted: 0.01380 1/m
kappa_y converted: -0.00120 1/m
3D plate-average kappa_x: 1.3800e-12 1/angstrom
3D plate-average kappa_y: -1.2000e-13 1/angstrom
3D central-half kappa_x: 1.3807e-12 1/angstrom
3D central-half kappa_y: -1.1982e-13 1/angstrom
mean substrate strain along x: -1.1500e-06 (no unit)
mean substrate strain along y: 1.0000e-07 (no unit)
bow along x: 1725.0 angstrom
bow / substrate thickness: 3.450e-04 (no unit)
recovered sigma_x: 0.006000 eV/angstrom^3
recovered sigma_y: 0.001000 eV/angstrom^3
equal-stress estimate from kappa_x: 0.007667 eV/angstrom^3
its relative error in sigma_x: 27.78 percent
bilayer film Poisson ratio: 0.30 (no unit)
film modulus 0.5 eV/angstrom^3, h_f/h_s 1e-03: kappa_x deviation -0.1024 percent
film modulus 0.5 eV/angstrom^3, h_f/h_s 1e-04: kappa_x deviation -0.0102 percent
film modulus 2.0 eV/angstrom^3, h_f/h_s 1e-03: kappa_x deviation -0.7048 percent
film modulus 2.0 eV/angstrom^3, h_f/h_s 1e-04: kappa_x deviation -0.0709 percent
relaxed-stress correction / (h_f/h_s), smallest: 1.0000 (no unit)
relaxed-stress correction / (h_f/h_s), largest: 1.0000 (no unit)
example h_f/h_s: 2.0e-04 (no unit)
example kappa_x deviation, film modulus 2.0 eV/angstrom^3: -0.1417 percent
```
